# Why Silicon and Germanium Have Three Linear Piezoresistance Coefficients

## Three coefficients from cubic symmetry

In a many-valley model of n-type silicon at 300 K, tension along [100] lowers the resistivity along the tension by a fraction $79\times10^{-11}$ of its unstressed value per pascal, while tension along [111] leaves it unchanged to first order. The same model for n-type germanium gives zero along [100] and a fractional decrease of $95\times10^{-11}$ per pascal along [111]. Two crystals with the same structure thus respond in opposite patterns. Symmetry does not choose between the patterns, but it fixes how many numbers are needed to describe either of them, and any other linear change of resistivity with stress in these crystals.

### Definition and conventions

Consider a homogeneous bulk crystal, cubic when unstressed, with dopants placed at random so that they preserve the cubic symmetry on average. The current is ohmic, the temperature is fixed and there is no magnetic field. With axes 1, 2, 3 along the cube edges, $\rho_0$ the unstressed resistivity and tension counted positive, the response to a small uniform stress $\sigma_{kl}$ is

$$\frac{\Delta\rho_{ij}}{\rho_0}=\pi_{ijkl}\,\sigma_{kl}, \tag{1}$$

summed over repeated indices. A fourth-rank tensor has 81 components. Two exchanges of indices reduce them:

- Stress is symmetric, so a part of $\pi_{ijkl}$ antisymmetric in $k,l$ never contributes. We set it to zero, giving $\pi_{ijkl}=\pi_{ijlk}$.
- Onsager reciprocity at zero magnetic field gives $\rho_{ij}=\rho_{ji}$, hence $\pi_{ijkl}=\pi_{jikl}$.

Each pair now has six distinct values, leaving $6\times6=36$ components. Neither exchange implies $\pi_{ijkl}=\pi_{klij}$: the first pair describes resistivity and the second describes stress.

The usual coefficients are

$$\pi_{11}=\pi_{1111},\qquad \pi_{12}=\pi_{1122},\qquad \pi_{44}=2\pi_{2323}. \tag{2}$$

The factor 2 arises because a shear stress enters (1) twice: $\pi_{2323}\sigma_{23}+\pi_{2332}\sigma_{32}=2\pi_{2323}\sigma_{23}$. Thus $\Delta\rho_{23}/\rho_0=\pi_{44}\sigma_{23}$ if no other component of stress contributes, as will be shown.

### The symmetry operations of the crystal

The diamond structure consists of a face-centred cubic lattice $L$ and a copy displaced by $\mathbf d=(a/4)(1,1,1)$, where $a$ is the cube edge. There are 48 signed permutations of the cube axes: six permutations times eight choices of sign. All of them preserve $L$, whose vectors are $(a/2)(m_1,m_2,m_3)$ with integer $m_i$ and even $m_1+m_2+m_3$.

A signed permutation $R$ turns $\mathbf d$ into $(a/4)(\pm1,\pm1,\pm1)$. If the number of minus signs is even, $R\mathbf d-\mathbf d$ belongs to $L$, and $R$ maps the crystal onto itself. If it is odd, $R\mathbf d+\mathbf d$ belongs to $L$. Then $R$ followed by a translation $\mathbf d$ interchanges the two sublattices, which is a symmetry because their atoms are identical. A rigid translation does not alter the relation between uniform stress and uniform resistivity. All 48 operations therefore constrain $\pi$.

There are no others. A symmetry must permute the lattice vectors of length $a$, and these are the six vectors along the cube edges, so it must be a signed permutation.

### The condition on the tensor

Turn the crystal and the stress together by $R$. Both second-rank tensors change as $\sigma'=R\sigma R^T$ and $\Delta\rho'=R\,\Delta\rho\,R^T$. Since $R$ is orthogonal, $\sigma_{cd}=R_{kc}R_{ld}\sigma'_{kl}$, and (1) becomes

$$\frac{\Delta\rho'_{ij}}{\rho_0}=R_{ia}R_{jb}\pi_{abcd}\sigma_{cd}
=R_{ia}R_{jb}R_{kc}R_{ld}\,\pi_{abcd}\,\sigma'_{kl}.$$

The turned crystal is indistinguishable from the original, so it must obey (1) with the same tensor:

$$\pi_{ijkl}=R_{ia}R_{jb}R_{kc}R_{ld}\,\pi_{abcd}. \tag{3}$$

Let $R$ send axis $a$ to axis $p(a)$ with sign $s_a=\pm1$. Each sum in (3) then has one term:

$$\pi_{p(a)p(b)p(c)p(d)}=s_as_bs_cs_d\,\pi_{abcd}. \tag{4}$$

Inversion has three negative signs and no permutation. Four factors of $-1$ multiply to $+1$, so it gives no condition.

### At most three coefficients

**Twofold rotations.** Let $n_1,n_2,n_3$ count how often each axis occurs among the four indices. A half-turn about axis 1 reverses axes 2 and 3. Equation (4) gives $\pi_{abcd}=(-1)^{n_2+n_3}\pi_{abcd}$, so a nonzero component needs even $n_2+n_3$. A half-turn about axis 3 likewise requires even $n_1+n_2$. The three counts are therefore all even or all odd. Three odd numbers cannot add up to four, so all are even. The survivors are nine components $\pi_{iijj}$ and three shear components $\pi_{2323},\pi_{3131},\pi_{1212}$: twelve in all. In particular, normal stress does not produce shear resistivity, nor does shear stress change a diagonal element, in these axes.

**Threefold rotation.** The rotation about [111] sends $1\to2\to3\to1$ without signs. From (4),

$$\begin{aligned}
\pi_{1111}&=\pi_{2222}=\pi_{3333}, &\quad \pi_{2323}&=\pi_{3131}=\pi_{1212},\\
\pi_{1122}&=\pi_{2233}=\pi_{3311}, &\quad \pi_{1133}&=\pi_{2211}=\pi_{3322}.
\end{aligned}\tag{5}$$

Four coefficients remain.

**Diagonal mirror.** The mirror that exchanges axes 1 and 2 gives $\pi_{1133}=\pi_{2233}$. These belong to the two different families in the second line of (5), so the families coincide. A fourfold rotation about axis 3 has the same effect: its extra minus sign occurs an even number of times.

At most three coefficients now remain. Every diagonal resistivity element contains $\pi_{11}$ times its own normal stress and $\pi_{12}$ times the other two, while shear elements carry $\pi_{44}$. In compact form,

$$\frac{\Delta\rho}{\rho_0}=\pi_{12}\,\mathrm{tr}(\sigma)\,I+\pi_{44}\,\sigma
+(\pi_{11}-\pi_{12}-\pi_{44})\,D(\sigma), \tag{6}$$

where $I$ is the unit matrix and $D(\sigma)$ keeps the diagonal of $\sigma$ in the cube axes. For the 11 element, the terms in $\sigma_{11}$ add to $\pi_{12}+\pi_{44}+\pi_{11}-\pi_{12}-\pi_{44}=\pi_{11}$, as required.

### At least three coefficients

It remains to show that no unused operation removes another coefficient. Under any signed permutation, $\mathrm{tr}(\sigma)I$ is unchanged and $\sigma$ transforms as a tensor. The diagonal entries of $\sigma$ are merely permuted, since their signs are squared, so $D(R\sigma R^T)=R\,D(\sigma)R^T$. Each of the three maps in (6) therefore satisfies all 48 conditions for any value of its multiplier.

They are also linearly independent. Suppose $\alpha\,\mathrm{tr}(\sigma)I+\beta\sigma+\gamma D(\sigma)=0$ for every $\sigma$. A pure shear gives $\beta=0$; $\sigma=\mathrm{diag}(1,-1,0)$ then gives $\gamma=0$; and $\sigma=I$ gives $\alpha=0$. The allowed tensors form a space of dimension exactly three.

This counts the freedom left by symmetry. A particular microscopic mechanism may make a coefficient vanish or relate two of them, as the examples below do.

### Why the word “cubic” is insufficient

The cubic classes $T$ and $T_h$ contain the twofold and threefold rotations used above, but neither fourfold rotations nor diagonal mirrors. They stop at (5), with four coefficients. The additional freedom is visible in the map

$$\mathrm{diag}(\sigma_{11},\sigma_{22},\sigma_{33})\to
\mathrm{diag}(\sigma_{22},\sigma_{33},\sigma_{11}),$$

which respects cyclic permutations but not the exchange of two axes.

The elastic tensor has three constants even in these classes. It is a second derivative of an energy, so $c_{1122}=c_{2211}$, and this equality joins the two families in (5). Piezoresistance has no such energy function; its two families are joined by the crystal's geometry.

Zincblende III–V crystals lose the 24 operations that interchange sublattices, but retain the diagonal mirrors. They too have three coefficients.

### A count by characters

The average of the transformation (3) over a group is a projector onto its invariant tensors. The trace of a projector is the dimension of the space it projects onto. On symmetric second-rank tensors, an operation has trace

$$\chi(R)=\tfrac12\left[(\mathrm{tr}R)^2+\mathrm{tr}(R^2)\right], \tag{7}$$

obtained by tracing $R\otimes R$ with the symmetrizer $\tfrac12(1+\text{exchange})$. One such factor belongs to resistivity and one to stress, so the number of coefficients is the group average of $\chi^2$.

Inversion changes no value of $\chi$, so the 24 proper rotations suffice:

- identity: $\chi=6$;
- eight threefold rotations: $\chi=0$;
- three half-turns about cube axes: $\chi=2$;
- six quarter-turns: $\chi=0$;
- six half-turns about face diagonals: $\chi=2$.

$$N=\frac{36+3\cdot4+6\cdot4}{24}=3. \tag{8}$$

For class $T$, only the first three sets remain, and $N=(36+12)/12=4$.

The same method shows what reciprocity contributes. An antisymmetric resistivity tensor has trace $\chi_A=\frac12[(\mathrm{tr}R)^2-\mathrm{tr}(R^2)]$, equal to $3,0,-1,1,-1$ for the five sets. The average of $\chi_A\chi$ is $(18-6-12)/24=0$. In silicon and germanium, symmetry alone thus forbids an antisymmetric part linear in stress. At second order it allows one, of the form $D(\sigma)\sigma-\sigma D(\sigma)$, and reciprocity is what removes it. In class $T$ the average is $(18-6)/12=1$, and reciprocity is needed to remove a fifth coefficient.

### Directional response

Apply uniaxial stress $X$ along a unit vector $\mathbf n$, so that $\sigma_{ij}=Xn_in_j$, and measure resistivity along $\mathbf n$. Contracting (6) with $\mathbf n$ on both sides gives $\mathrm{tr}\,\sigma=X$, $\mathbf n\cdot\sigma\mathbf n=X$ and $\mathbf n\cdot D(\sigma)\mathbf n=X\sum_i n_i^4$. Hence

$$\pi_l(\mathbf n)=\pi_{12}+\pi_{44}+(\pi_{11}-\pi_{12}-\pi_{44})\sum_i n_i^4. \tag{9}$$

The sum is $1$, $\frac12$ and $\frac13$ along [100], [110] and [111], so

$$\pi_l^{100}=\pi_{11},\quad
\pi_l^{110}=\tfrac12(\pi_{11}+\pi_{12}+\pi_{44}),\quad
\pi_l^{111}=\tfrac13(\pi_{11}+2\pi_{12}+2\pi_{44}). \tag{10}$$

These three longitudinal measurements do not determine all coefficients: $\pi_{12}$ and $\pi_{44}$ occur only as a sum. A transverse measurement under [100] stress supplies $\pi_{12}$. Together with longitudinal measurements along [100] and [110], it fixes all three.

### Two crystals in the many-valley model

Electrons occupy equivalent valleys with unit axes $\mathbf a_v$. Strain $\varepsilon$ shifts each valley by $\Xi_u\,\mathbf a_v\cdot\varepsilon\mathbf a_v$, apart from a common shift that has no effect at fixed electron number. Boltzmann statistics gives valley fractions $w_v\propto e^{-\delta E_v/kT}$. The masses and a single isotropic relaxation time are held fixed, so a valley has mobility $\mu_l$ along its axis, $\mu_t$ across it, and $K=\mu_t/\mu_l=m_l/m_t$.

We neglect the small change of electron density as the volume changes. The conductivity is then proportional to $G=\sum_vw_v[\mu_tI+(\mu_l-\mu_t)\mathbf a_v\mathbf a_v^T]$. Without stress it is isotropic, $G_0=(\mu_l+2\mu_t)/3$. Inverting to first order gives $\Delta\rho/\rho_0=-\Delta G/G_0$.

**Silicon.** The valley axes are the cube axes. For stress $X$ along axis 1, valley 1 rises relative to the others by $\Xi_u(S_{11}-S_{12})X$, where $S$ are elastic compliances. Call this energy divided by $kT$ $u$. The fractions change by $-2u/9$, $u/9$, $u/9$, so

$$\Delta G_{11}=\tfrac{2u}{9}(\mu_t-\mu_l),\qquad
\Delta G_{22}=-\tfrac{u}{9}(\mu_t-\mu_l).$$

Electrons leave the valley that conducts poorly along the tension. Dividing by $-G_0X$ gives

$$\pi_{11}=-\frac23\,\frac{\Xi_u}{kT}(S_{11}-S_{12})\frac{K-1}{2K+1},\qquad \pi_{12}=-\frac{\pi_{11}}2. \tag{11}$$

Shear strain has no diagonal element, shifts no valley, and gives $\pi_{44}=0$.

Rough typical inputs are $m_l=0.92$ and $m_t=0.19$ electron masses, $\Xi_u=9$ eV, and stiffnesses $C_{11}=170$, $C_{12}=64$ GPa. Then $K=4.842$, $S_{11}-S_{12}=1/(C_{11}-C_{12})=0.943\times10^{-11}$ Pa$^{-1}$ and $kT=0.02585$ eV:

$$\pi_{11}=-\tfrac23(348)(0.943\times10^{-11})(0.360)\ \mathrm{Pa^{-1}}
\approx-78.7\times10^{-11}\ \mathrm{Pa^{-1}},$$

and $\pi_{12}=39.4\times10^{-11}$ Pa$^{-1}$. Here and below, the digits serve to check the arithmetic; the rough inputs do not fix even the second one. Taking $C_{11}-C_{12}=102$ GPa moves $\pi_{11}$ to $-82\times10^{-11}$ Pa$^{-1}$, and $\Xi_u$ between 8.6 and 10.5 eV then gives $-78$ to $-96\times10^{-11}$ Pa$^{-1}$.

**Germanium.** The four valley axes are the cube diagonals, with $a_i^2=\frac13$. Normal stresses shift all valleys equally, so $\pi_{11}=\pi_{12}=0$. Shear stress $\sigma_{23}$ produces $\varepsilon_{23}=S_{44}\sigma_{23}/2$ and shifts $\Xi_uS_{44}\sigma_{23}a_2a_3$, with $a_2a_3=\pm\frac13$ and zero mean. Hence

$$\Delta G_{23}=-\frac{\Xi_uS_{44}\sigma_{23}}{kT}(\mu_l-\mu_t)\,\frac14\sum_v(a_2a_3)^2
=\frac{\Xi_uS_{44}\sigma_{23}}{9kT}(\mu_t-\mu_l),$$

$$\pi_{44}=-\frac13\,\frac{\Xi_u}{kT}S_{44}\frac{K-1}{2K+1}. \tag{12}$$

Rough inputs $m_l=1.6$, $m_t=0.08$, $\Xi_u=16$ eV and $C_{44}=67$ GPa give $K=20$, $S_{44}=1/C_{44}=1.493\times10^{-11}$ Pa$^{-1}$ and $\pi_{44}=-142.7\times10^{-11}$ Pa$^{-1}$.

Equation (10) now explains the opening numbers. In silicon $\pi_{11}+2\pi_{12}=0$ and $\pi_{44}=0$, so the [111] response vanishes. In germanium it is $\frac23\pi_{44}=-95.1\times10^{-11}$ Pa$^{-1}$. Both models give $\pi_{11}+2\pi_{12}=0$, the response to equal normal stresses, because they omit changes of mass, scattering and electron density with volume. Symmetry does not require that zero.

### A silicon gauge and the limits of the numbers

For 100 MPa tension along [100], the linear silicon result is a resistivity change of $-7.9\%$. Here $u=0.328$, so linearity is only approximate. The full Boltzmann fraction in valley 1 is $e^{-u}/(2+e^{-u})=0.265$. In units of $\mu_l$, the conductivity rises from $(1+2K)/3=3.561$ to $0.265+0.735K=3.825$, and the resistivity changes by $-6.9\%$. Bar geometry adds $(S_{11}-2S_{12})X\approx+0.1\%$ to the resistance change, since the bar lengthens and thins.

The remaining estimates alter one assumption at a time:

- **Temperature.** At 400 K, with other parameters fixed, the factor $1/T$ reduces $\pi_{11}$ to $-59\times10^{-11}$ Pa$^{-1}$.
- **Degeneracy.** Fermi statistics multiplies $\pi_{11}$ by $d\ln n/d\eta$, where $n$ is electron density and $\eta$ the Fermi level above the band edge in units of $kT$. Numerical integration for parabolic valleys gives 0.999 at $10^{17}$ cm$^{-3}$ and 0.89 at $10^{19}$ cm$^{-3}$. This form assumes a relaxation time independent of energy; at $10^{19}$ cm$^{-3}$ the factor is 0.85 for $\tau\propto E^{-1/2}$ and 0.96 for $\tau\propto E^{3/2}$.
- **Anisotropic scattering.** A longitudinal relaxation time 0.8 times the transverse one, chosen for illustration, raises $K$ to 6.05 and gives $\pi_{11}=-84\times10^{-11}$ Pa$^{-1}$. Ionized-impurity scattering acts the other way: a screened Coulomb estimate in the Born approximation at $E=3kT$ gives a ratio near 3 at $10^{18}$ cm$^{-3}$, which would lower $K$ to about 1.6 and $|\pi_{11}|$ to about $32\times10^{-11}$ Pa$^{-1}$ if it were the only scattering.
- **Intervalley scattering.** Let 30% of scattering lead to valleys on other axes, elastically, at electron energy $1.5kT$, with a rate proportional to the square root of the final kinetic energy. Raising valley 1 by $\delta$ changes its relaxation time by the fraction $-0.3\,\delta/(3kT)$ and the others' by half as much with opposite sign. The changes of the valley populations, each relative to its unstressed value, are $-2\delta/(3kT)$ and $+\delta/(3kT)$. The response grows by $0.3/2=15\%$, to $-91\times10^{-11}$ Pa$^{-1}$. This is a single-energy estimate. With all rates proportional to $\sqrt E$, a thermal average gives 22.5%, and intervalley phonons of 47 to 59 meV with the same 30% share at $1.5kT$ give 30 to 35%.

Measured coefficients for lightly doped n-type material are roughly $-100\times10^{-11}$ Pa$^{-1}$ for silicon's $\pi_{11}$ and $-140\times10^{-11}$ Pa$^{-1}$ for germanium's $\pi_{44}$, so the model has the right size. It misses silicon's $\pi_{44}$, roughly $-14\times10^{-11}$ Pa$^{-1}$. Adding that value changes the [110] response from $-20$ to $-27\times10^{-11}$ Pa$^{-1}$, so the omission matters for a longitudinal gauge along [110] but not for one along [100], where $\pi_{44}$ does not enter. It also replaces the model's zero along [111] by $\frac23\pi_{44}\approx-9\times10^{-11}$ Pa$^{-1}$. Heavily doped gauges also break the Boltzmann assumption, by 4 to 15% at $10^{19}$ cm$^{-3}$ in the estimates above, and impurity scattering can lower $K$ and reduce the coefficient further.

These corrections change the values, not the number of coefficients, as long as the cubic point group survives. Confinement in a (001) layer can break it. A symmetric layer treated as a continuum, without the atomic structure of its faces, has full tetragonal symmetry $D_{4h}$. The threefold rotations are lost, and the fourfold rotation reduces the twelve components to seven: $\pi_{1111}$, $\pi_{1122}$, $\pi_{1133}$, $\pi_{3311}$, $\pi_{3333}$, $\pi_{2323}$ and $\pi_{1212}$. This count assumes that current can flow in all three directions. If confinement restricts it to the plane, only $\pi_{1111}$, $\pi_{1122}$, $\pi_{1133}$ and $\pi_{1212}$ matter, and $\pi_{1133}$ drops out when the stress also lies in the plane. Three coefficients then suffice again, but symmetry no longer ties them to the response along the layer normal, and their values need not equal those of the bulk crystal.

Numerical values quoted here were computed with a short program.
